**Band-gap temperature slope at constant pressure and at constant volume**

The program tests (∂E/∂T)_P = (∂E/∂T)_V − αB(∂E/∂P)_T, where E is the band gap, T the temperature, P the pressure, V the cell volume, α the volumetric expansion coefficient and B the isothermal bulk modulus. It solves a model equation of state for the volume and compares the slope along the isobar with separately computed derivatives at five temperatures and two pressures. The largest difference is 3.7 × 10⁻¹³ eV/K. Further assertions cover the pressure, entropy, oscillator averages, thermal pressure, adiabatic modulus, finite heating step and valence-band splitting. With round parameters in the rough range of gallium arsenide, the slope at 300 K is −4.39 × 10⁻⁴ eV/K, of which expansion supplies 30 %. At 50 K the model's expansion coefficient is negative and the expansion part changes sign. The output also sizes neglected effects, including clamping to a silicon-like substrate.

## Check in Python

```python
"""
Result under test, for the gap E of a cubic crystal under hydrostatic pressure:
    (dE/dT)_P = (dE/dT)_V - alpha * B_T * (dE/dP)_T
alpha: volumetric expansion coefficient, B_T: isothermal bulk modulus,
P: pressure, V: volume of the primitive cell, T: temperature.
Model: static energy plus two groups of oscillators whose frequencies depend
on V; the gap depends on V and on the mean squared oscillator displacements.
Internal units: eV, angstrom, K; pressures are printed in GPa.
The parameters are round values in the rough range of gallium arsenide.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

KB = sc.k / sc.e                 # eV/K
GPA = sc.e * 1e21                # GPa in one eV/angstrom^3

V_REF = 45.0                     # angstrom^3, minimum of the static energy
B_REF = 76.0 / GPA               # static bulk modulus
B_PRIME = 4.5                    # its pressure derivative
COUNT = np.array([2.0, 4.0])     # modes per cell in each group
QUANTUM = np.array([0.010, 0.030])    # eV, phonon energies at V_REF
GRUNEISEN = np.array([-0.3, 1.2])
COUPLING = np.array([-0.012, -0.080])  # eV, gap shift per q^2, group totals
GAP_REF = 1.57                   # eV, static gap at V_REF
DEFORMATION = -8.5               # eV, static dE/dlnV


def deriv(f, x, h):
    """Fourth-order central difference."""
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12*h)


def phonon_energy(V):
    return QUANTUM * (V / V_REF) ** (-GRUNEISEN)


def occupation(w, T):
    return 1.0 / np.expm1(w / (KB * T))


def helmholtz(V, T):
    x = np.log(V / V_REF)
    w = phonon_energy(V)
    static = B_REF * V_REF * (x**2 / 2 - (B_PRIME - 2) * x**3 / 6)
    return static + np.sum(COUNT * (w/2 + KB*T*np.log1p(-np.exp(-w/(KB*T)))))


def pressure(V, T):
    x = np.log(V / V_REF)
    w = phonon_energy(V)
    static = -B_REF * V_REF / V * (x - (B_PRIME - 2) * x**2 / 2)
    return static + np.sum(COUNT*GRUNEISEN*w*(occupation(w, T) + 0.5)) / V


def entropy(V, T):
    n = occupation(phonon_energy(V), T)
    return KB * np.sum(COUNT * ((n + 1)*np.log(n + 1) - n*np.log(n)))


def gap(V, T):
    n = occupation(phonon_energy(V), T)
    return (GAP_REF + DEFORMATION*np.log(V / V_REF)
            + np.sum(COUPLING * (n + 0.5)))


def volume(P, T):
    return brentq(lambda v: pressure(v, T) - P, 0.92*V_REF, 1.08*V_REF,
                  xtol=1e-13, rtol=1e-14)


def derivatives(P, T):
    """Separately computed constant-V slope, alpha, B_T and dE/dP."""
    V = volume(P, T)
    fixed_v = deriv(lambda t: gap(V, t), T, 0.5)
    alpha = deriv(lambda t: np.log(volume(P, t)), T, 0.5)
    bulk = -V * deriv(lambda v: pressure(v, T), V, 0.05)
    dgap_dp = deriv(lambda p: gap(volume(p, T), T), P, 0.1 / GPA)
    return fixed_v, alpha, bulk, dgap_dp


def isobaric_slope(P, T):
    return deriv(lambda t: gap(volume(P, t), t), T, 0.5)


# Pressure, entropy and equilibrium volume against the free energy itself
for V, T in [(44.5, 150.0), (45.6, 300.0)]:
    assert abs(pressure(V, T) + deriv(lambda v: helmholtz(v, T), V, .05)) < 1e-9
    assert abs(entropy(V, T) + deriv(lambda t: helmholtz(V, t), T, .5)) < 1e-9
for P in (0.0, 1.0 / GPA):
    found = minimize_scalar(lambda v: helmholtz(v, 300.0) + P*v,
                            bounds=(42.0, 48.0), method="bounded",
                            options={"xatol": 1e-8}).x
    # An energy minimum fixes its position only to about sqrt(machine epsilon)
    assert abs(found / volume(P, 300.0) - 1) < 1e-6


# Oscillator averages from diagonalization on a grid (dimensionless q)
def oscillator(quartic):
    h = 0.2
    q = h * np.arange(-70, 71)
    d = np.subtract.outer(np.arange(q.size), np.arange(q.size))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / (6*h*h),
                       np.where(d % 2 == 0, 1.0, -1.0) / (h*h*safe**2))
    levels, states = np.linalg.eigh(kinetic + np.diag(q**2/2 + quartic*q**4))
    return levels, (states**2).T @ q**2


def mean_square(levels, squares, w, T):
    weight = np.exp(-(levels - levels[0]) * w / (KB*T))
    return np.sum(weight * squares) / np.sum(weight)


harmonic = oscillator(0.0)
for w in QUANTUM:
    for T in (100.0, 400.0):
        assert abs(mean_square(*harmonic, w, T) - occupation(w, T) - .5) < 1e-7
        free_sum = -KB*T*np.log(np.sum(np.exp(-harmonic[0] * w / (KB*T))))
        free_formula = w/2 + KB*T*np.log1p(-np.exp(-w / (KB*T)))
        assert abs(free_sum - free_formula) < 1e-8

# Main identity and thermal pressure at several temperatures and pressures
worst = 0.0
for P in (0.0, 1.0 / GPA):
    for T in (50.0, 100.0, 200.0, 300.0, 400.0):
        fixed_v, alpha, bulk, dgap_dp = derivatives(P, T)
        error = isobaric_slope(P, T) - (fixed_v - alpha*bulk*dgap_dp)
        worst = max(worst, abs(error))
        V = volume(P, T)
        w = phonon_energy(V)
        n = occupation(w, T)
        mode_heat = KB * (w / (KB*T))**2 * n * (n + 1)
        gruneisen_rate = np.sum(COUNT * GRUNEISEN * mode_heat) / V
        thermal_rate = deriv(lambda t: pressure(V, t), T, 0.5)
        assert abs(alpha*bulk - thermal_rate) < 1e-5 * abs(thermal_rate)
        assert abs(alpha*bulk - gruneisen_rate) < 1e-4 * abs(gruneisen_rate)
assert worst < 1e-10

# Working point, and the adiabatic modulus found by following an adiabat
T1, T2, P = 300.0, 400.0, 0.0
V1, V2 = volume(P, T1), volume(P, T2)
fixed_v, alpha, bulk, dgap_dp = derivatives(P, T1)
expansion = -alpha * bulk * dgap_dp
total = isobaric_slope(P, T1)
assert abs(total - (fixed_v - expansion)) > 1e-5     # the sign matters
S1 = entropy(V1, T1)


def adiabatic_pressure(v):
    t = brentq(lambda t: entropy(v, t) - S1, T1 - 20, T1 + 20, xtol=1e-11)
    return pressure(v, t)


bulk_s = -V1 * deriv(adiabatic_pressure, V1, 0.05)
heat_v = T1 * deriv(lambda t: entropy(V1, t), T1, 0.5)
ratio_formula = 1 + alpha**2 * bulk * V1 * T1 / heat_v
assert abs(bulk_s / bulk - ratio_formula) < 1e-6
adiabatic_error = -alpha * (bulk_s - bulk) * dgap_dp
assert abs(total - (fixed_v - alpha*bulk_s*dgap_dp)) > 100 * worst

# Finite heating: integrated identity against the two end states
change = gap(V2, T2) - gap(V1, T1)
change_fixed_v = gap(V1, T2) - gap(V1, T1)
change_expansion = gap(V2, T2) - gap(V1, T2)
nodes, weights = np.polynomial.legendre.leggauss(6)
integral = 0.0
for node, weight in zip(nodes, weights):
    f, a, b, g = derivatives(P, (T1 + T2)/2 + node*(T2 - T1)/2)
    integral += weight * (T2 - T1)/2 * (f - a*b*g)
assert abs(integral - change) < 1e-8
linear = total * (T2 - T1)

# Neglected: spread of phonon energies by 20 percent up and down
w1 = phonon_energy(V1)


def spread_shift(t):
    return np.sum(COUPLING * (occupation(0.8*w1, t) + occupation(1.2*w1, t))/2)


spread_change = deriv(spread_shift, T1, 0.5) - fixed_v

# Neglected: quartic anharmonicity of the harder group
QUARTIC = 0.003
anharmonic = oscillator(QUARTIC)
stiffening = (anharmonic[0][1] - anharmonic[0][0]) - 1.0
slope_h = deriv(lambda t: mean_square(*harmonic, w1[1], t), T1, 0.5)
slope_a = deriv(lambda t: mean_square(*anharmonic, w1[1], t), T1, 0.5)
quartic_change = COUPLING[1] * (slope_a - slope_h)

# Neglected: film clamped to a silicon-like substrate, stress-free at T1
SUBSTRATE = 2.6e-6               # 1/K, linear expansion, rough
C_RATIO = 0.45                   # C12/C11, rough
SHEAR_POTENTIAL = -1.8           # eV, valence-band shear potential, rough
in_plane = SUBSTRATE*(T2 - T1) - np.log(V2 / V1)/3
normal = -2 * C_RATIO * in_plane
relaxed = minimize_scalar(lambda z: (2 + z*z)/2 + C_RATIO*(1 + 2*z)).x
assert abs(relaxed - normal / in_plane) < 1e-6
_, _, bulk2, dgap_dp2 = derivatives(P, T2)
dgap_dlnv2 = -bulk2 * dgap_dp2
direct = V2 * deriv(lambda v: gap(v, T2), V2, 0.05)
assert abs(dgap_dlnv2 - direct) < 1e-6
hydro_shift = dgap_dlnv2 * (2*in_plane + normal)
splitting = 2 * abs(SHEAR_POTENTIAL * (normal - in_plane))
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m[1:]*(m[1:] + 1)), 1)
jx = (raising + raising.T) / 2
jy = (raising - raising.T) / 2j
jz = np.diag(m)
strain_h = sum(SHEAR_POTENTIAL * e * (j @ j - 1.25*np.eye(4))
               for e, j in ((in_plane, jx), (in_plane, jy), (normal, jz)))
edges = np.linalg.eigvalsh(strain_h)
assert abs(edges[-1] - edges[0] - splitting) < 1e-12
assert abs(edges[-1] - splitting/2) < 1e-12
film_shift = hydro_shift - splitting/2

print("INPUTS (round, rough gallium arsenide range)")
print(f"reference cell volume: {V_REF:.1f} A^3")
print(f"static bulk modulus: {B_REF*GPA:.1f} GPa; B' = {B_PRIME}")
print(f"modes per cell: {COUNT[0]:.0f} soft, {COUNT[1]:.0f} hard")
print(f"phonon energies: {QUANTUM[0]:.3f}, {QUANTUM[1]:.3f} eV")
print(f"Grueneisen parameters: {GRUNEISEN[0]}, {GRUNEISEN[1]}")
print(f"gap couplings: {COUPLING[0]:.3f}, {COUPLING[1]:.3f} eV")
print(f"static gap: {GAP_REF:.2f} eV; dE/dlnV: {DEFORMATION:.1f} eV")
print(f"1 eV/A^3 = {GPA:.3f} GPa")
print(f"AT {T1:.0f} K AND ZERO PRESSURE")
print(f"cell volume: {V1:.4f} A^3")
print(f"gap: {gap(V1, T1):.4f} eV")
print(f"volumetric expansion alpha: {alpha:.4e} 1/K")
print(f"isothermal bulk modulus: {bulk*GPA:.3f} GPa")
print(f"thermal pressure rate alpha*B: {alpha*bulk*GPA:.4e} GPa/K")
print(f"gap pressure derivative: {dgap_dp/GPA:.5f} eV/GPa")
print(f"constant-volume slope: {fixed_v:.4e} eV/K")
print(f"expansion part: {expansion:.4e} eV/K")
print(f"sum of the two parts: {fixed_v + expansion:.4e} eV/K")
print(f"slope along the isobar: {total:.4e} eV/K")
print(f"expansion share of slope: {100*expansion/total:.1f} %")
print(f"largest identity error, all states: {worst:.1e} eV/K")
print("T (K); alpha (1/K); const-V, expansion, total (eV/K)")
for T in (50.0, 100.0, 200.0, 300.0, 400.0):
    f, a, b, g = derivatives(P, T)
    print(f"{T:.0f}; {a:.3e}; {f:.3e}, {-a*b*g:.3e}, "
          f"{isobaric_slope(P, T):.3e}")
print(f"HEATING FROM {T1:.0f} TO {T2:.0f} K")
print(f"final cell volume: {V2:.4f} A^3")
print(f"final gap: {gap(V2, T2):.4f} eV")
print(f"total gap change: {change:.5f} eV")
print(f"part at initial volume: {change_fixed_v:.5f} eV")
print(f"part from expansion: {change_expansion:.5f} eV")
print(f"integrated identity: {integral:.5f} eV")
print(f"initial slope times 100 K: {linear:.5f} eV")
print("NEGLECTED EFFECTS")
print(f"curvature, change minus linear: {change - linear:.2e} eV")
print(f"adiabatic modulus: {bulk_s*GPA:.3f} GPa")
print(f"adiabatic excess: {100*(bulk_s/bulk - 1):.3f} %")
print(f"slope error if it is used: {adiabatic_error:.2e} eV/K")
print(f"20 % phonon spread, slope: {spread_change:.2e} eV/K")
print(f"quartic coefficient: {QUARTIC} phonon energies")
print(f"quartic stiffening of 0-1 step: {100*stiffening:.2f} %")
print(f"quartic term, slope: {quartic_change:.2e} eV/K")
print(f"one atmosphere, gap: {dgap_dp/GPA*sc.atm/1e9:.2e} eV")
print(f"substrate linear expansion: {SUBSTRATE:.1e} 1/K")
print(f"C12/C11: {C_RATIO}; shear potential: {SHEAR_POTENTIAL} eV")
print(f"film strain in plane: {in_plane:.3e}; normal: {normal:.3e}")
print(f"film hydrostatic gap shift: {hydro_shift:.2e} eV")
print(f"film valence splitting: {splitting:.2e} eV")
print(f"film net gap shift: {film_shift:.2e} eV")
print("OK")
```

It prints:

```
INPUTS (round, rough gallium arsenide range)
reference cell volume: 45.0 A^3
static bulk modulus: 76.0 GPa; B' = 4.5
modes per cell: 2 soft, 4 hard
phonon energies: 0.010, 0.030 eV
Grueneisen parameters: -0.3, 1.2
gap couplings: -0.012, -0.080 eV
static gap: 1.57 eV; dE/dlnV: -8.5 eV
1 eV/A^3 = 160.218 GPa
AT 300 K AND ZERO PRESSURE
cell volume: 45.2594 A^3
gap: 1.4128 eV
volumetric expansion alpha: 1.5171e-05 1/K
isothermal bulk modulus: 74.591 GPa
thermal pressure rate alpha*B: 1.1316e-03 GPa/K
gap pressure derivative: 0.11483 eV/GPa
constant-volume slope: -3.0934e-04 eV/K
expansion part: -1.2995e-04 eV/K
sum of the two parts: -4.3929e-04 eV/K
slope along the isobar: -4.3929e-04 eV/K
expansion share of slope: 29.6 %
largest identity error, all states: 3.7e-13 eV/K
T (K); alpha (1/K); const-V, expansion, total (eV/K)
50; -6.686e-07; -7.794e-05, 5.683e-06, -7.226e-05
100; 5.604e-06; -1.846e-04, -4.768e-05, -2.323e-04
200; 1.294e-05; -2.814e-04, -1.105e-04, -3.919e-04
300; 1.517e-05; -3.093e-04, -1.300e-04, -4.393e-04
400; 1.609e-05; -3.204e-04, -1.383e-04, -4.587e-04
HEATING FROM 300 TO 400 K
final cell volume: 45.3305 A^3
final gap: 1.3678 eV
total gap change: -0.04502 eV
part at initial volume: -0.03154 eV
part from expansion: -0.01348 eV
integrated identity: -0.04502 eV
initial slope times 100 K: -0.04393 eV
NEGLECTED EFFECTS
curvature, change minus linear: -1.09e-03 eV
adiabatic modulus: 74.817 GPa
adiabatic excess: 0.304 %
slope error if it is used: -3.95e-07 eV/K
20 % phonon spread, slope: -1.41e-05 eV/K
quartic coefficient: 0.003 phonon energies
quartic stiffening of 0-1 step: 0.88 %
quartic term, slope: 1.28e-05 eV/K
one atmosphere, gap: 1.16e-05 eV
substrate linear expansion: 2.6e-06 1/K
C12/C11: 0.45; shear potential: -1.8 eV
film strain in plane: -2.629e-04; normal: 2.366e-04
film hydrostatic gap shift: 2.48e-03 eV
film valence splitting: 1.80e-03 eV
film net gap shift: 1.59e-03 eV
OK
```
